# Why Bruggeman films conduct above one-third metal and Maxwell Garnett films do not

Suppose a 50 nm film of metal and insulating oxide, half metal by volume, is to be described by an effective-medium model. With the rough gold-silica parameters used below, Bruggeman theory gives a sheet resistance of about 5 Ω per square. Maxwell Garnett theory with the oxide as host gives about $5\times10^{18}$ Ω per square. Both calculations use the same metal, the same oxide and the same filling. An optical fit made with the wrong one can therefore lead to a meaningless prediction for a contact or heater, however well it matches the measured visible spectrum.

The difference lies in what each theory assumes about connection. Maxwell Garnett theory seals every metal grain inside insulator. Bruggeman theory surrounds both kinds of grain by a medium that may itself conduct, and asks whether such a medium is consistent.

## The field in one grain

Let $f$ be the metal volume fraction, $\sigma_m$ the metal conductivity and $\sigma_i$ that of the insulator. The composite is isotropic on a large scale, its grains are spheres, contacts are perfect and conduction is local and ohmic. The effective conductivity is $\sigma$.

Place a sphere of radius $a$ and conductivity $\sigma_k$ in a medium of conductivity $\sigma$, with far field $E_0$. The potential is $-E_k r\cos\theta$ inside and $-E_0r\cos\theta+p\cos\theta/r^2$ outside. Continuity of potential and of normal current at $r=a$ gives

$$E_k=E_0-\frac{p}{a^3},\qquad \sigma_kE_k=\sigma\left(E_0+\frac{2p}{a^3}\right).$$

The first equation gives $p/a^3=E_0-E_k$. Putting this in the second gives $\sigma_kE_k=\sigma(3E_0-2E_k)$, so

$$E_k=\frac{3\sigma}{\sigma_k+2\sigma}E_0,\qquad
\frac{p}{a^3}=\frac{\sigma_k-\sigma}{\sigma_k+2\sigma}E_0. \tag{1}$$

A perfectly insulating sphere in a conducting medium has the inner field $3E_0/2$. A sphere that conducts much better than its surroundings has almost no inner field. These two facts produce the one-third.

## Bruggeman: the insulator can take only so much field

The volume average of the true field is fixed by the voltage across the sample. Bruggeman's approximation lets each grain, metal or insulator, sit in the effective medium with this average as its far field. The grain fields must then average back to $E_0$:

$$f\,\frac{3\sigma}{\sigma_m+2\sigma}+(1-f)\,\frac{3\sigma}{\sigma_i+2\sigma}=1. \tag{2}$$

Since $1-3\sigma/(\sigma_k+2\sigma)=(\sigma_k-\sigma)/(\sigma_k+2\sigma)$, this is the same as requiring the mean dipole of the grains to vanish.

Take $\sigma_i=0$ and ask for a solution with $\sigma>0$. The second term is then $3(1-f)/2$, whatever the value of $\sigma$. The metal must supply the rest:

$$\frac{3f\sigma}{\sigma_m+2\sigma}=1-\frac32(1-f)=\frac{3f-1}{2}. \tag{3}$$

The left side is positive, so $f$ must exceed $1/3$. At $f=0.3$ the insulating grains alone would contribute $0.7\times1.5=1.05$ times the applied field. No positive contribution from the metal can bring the average back to one, so no conducting medium is consistent. At $f=0.5$ they contribute 0.75 and the metal supplies 0.25.

Multiplying (3) by $2(\sigma_m+2\sigma)$ gives $6f\sigma=(3f-1)\sigma_m+(6f-2)\sigma$. The terms in $f\sigma$ cancel, leaving

$$\sigma=\frac{3f-1}{2}\,\sigma_m,\qquad f>\frac13. \tag{4}$$

The dipoles show the feedback. Try a medium with $\sigma_i\ll\sigma\ll\sigma_m$. By (1), in units of $a^3E_0$, a metal grain has dipole $+1$ and an insulating grain $-1/2$. Their mean is $f-(1-f)/2=(3f-1)/2$. If it is positive, the grains conduct better on average than the trial medium, whose conductivity must be raised. If it is negative, the conductivity must be lowered towards that of the insulator.

### Which root applies when the insulator leaks

With $\sigma_i=0$, zero conductivity also solves the equation obtained by clearing the denominators in (2). A small leakage settles the choice. For $\sigma_i>0$, each term in (2) has derivative proportional to $3\sigma_k/(\sigma_k+2\sigma)^2>0$. The left side rises from 0 to $3/2$, so it equals one at a single positive $\sigma$. Clearing denominators gives

$$3\sigma\left[f\sigma_i+(1-f)\sigma_m+2\sigma\right]
=(\sigma_m+2\sigma)(\sigma_i+2\sigma),$$

and collecting powers of $\sigma$ gives

$$2\sigma^2-\left[(3f-1)\sigma_m+(2-3f)\sigma_i\right]\sigma-\sigma_m\sigma_i=0. \tag{5}$$

Let $\sigma_i/\sigma_m\to0$ at fixed $f$.

- For $f<1/3$, $\sigma$ is of order $\sigma_i$. The terms containing $\sigma_m$ dominate, so $(1-3f)\sigma_m\sigma=\sigma_m\sigma_i$ and $\sigma=\sigma_i/(1-3f)$.
- At $f=1/3$, the leading balance is $2\sigma^2=\sigma_m\sigma_i$, so $\sigma=\sqrt{\sigma_m\sigma_i/2}$.
- For $f>1/3$, the last term is negligible and the positive root tends to (4).

## Maxwell Garnett: every path crosses the host

Consider a metal core of radius $a$ in an insulating shell of outer radius $b$, with $f=a^3/b^3$. In the shell write the potential as $-Ar\cos\theta+B\cos\theta/r^2$. Equation (1), with the shell as the medium, gives

$$\frac{B}{a^3}=\beta A,\qquad \beta=\frac{\sigma_m-\sigma_i}{\sigma_m+2\sigma_i}.$$

Choose the conductivity $\sigma$ outside the shell so that the field there stays uniform. Since $B/b^3=f\beta A$, continuity of potential and current at $r=b$ requires

$$E_0=A(1-f\beta),\qquad \sigma E_0=\sigma_iA(1+2f\beta).$$

Dividing the second by the first gives the Maxwell Garnett formula:

$$\sigma=\sigma_i\frac{1+2f\beta}{1-f\beta}
\;\longrightarrow\;\sigma_i\frac{1+2f}{1-f}\quad(\sigma_i/\sigma_m\to0). \tag{6}$$

The coated sphere leaves the outer field unchanged. One may therefore replace ball after ball of the uniform medium by coated spheres of the same $f$, using ever smaller ones to fill the gaps. This gives a definite geometry for every $f<1$. Equal metal spheres could not reach every such filling, because they would touch.

In this geometry a closed surface can be drawn around each core within its shell. If $\sigma_i=0$, no current crosses that surface, and no core can form part of a conducting path. More metal makes the shells thinner, which raises $\sigma/\sigma_i$, but it does not open them.

The order of limits matters at the end point. For small $\sigma_i/\sigma_m$, $1-\beta\approx3\sigma_i/\sigma_m$, so the denominator in (6) is nearly $1-f+3\sigma_i/\sigma_m$. At fixed $f<1$ the second part disappears and $\sigma$ vanishes with $\sigma_i$. At $f=1$ only that part remains and $\sigma=\sigma_m$.

Exchanging core and shell separates the effect of connection from that of quantity. Let metal be the host and let insulating cores occupy $g=1-f$. Now $\beta=-1/2$, and

$$\sigma=\sigma_m\frac{1-g}{1+g/2}=\frac{2f}{3-f}\,\sigma_m. \tag{7}$$

This conducts at every $f>0$. The inability to conduct thus belongs to the insulating host, not to the Maxwell Garnett construction.

## How large the difference is

The example takes rough values in the regime of gold-silica films: plasma energy $E_p=9$ eV, damping $\Gamma=0.07$ eV and host conductivity $10^{-14}$ S/cm. The Drude metal has

$$\sigma_m=\frac{\varepsilon_0E_p^2}{\hbar\Gamma}=1.56\times10^5\ \text{S/cm}.$$

Equations (5), (6) and (7) then give these dc conductivities in S/cm:

| $f$ | Bruggeman | MG, insulating host | MG, metal host |
|---|---:|---:|---:|
| 0.10 | $1.4\times10^{-14}$ | $1.3\times10^{-14}$ | $1.1\times10^4$ |
| 1/3 | $2.8\times10^{-5}$ | $2.5\times10^{-14}$ | $3.9\times10^4$ |
| 0.50 | $3.9\times10^4$ | $4.0\times10^{-14}$ | $6.2\times10^4$ |
| 0.80 | $1.1\times10^5$ | $1.3\times10^{-13}$ | $1.1\times10^5$ |

At $f=0.5$, Bruggeman gives $(1.5-1)/2=0.25$ of $\sigma_m$, while Maxwell Garnett gives $2/0.5=4$ times $\sigma_i$. Dividing one by conductivity times thickness, with $50\ \text{nm}=5\times10^{-6}$ cm, gives the sheet resistances quoted at the start.

At low filling the first two theories are close. Below threshold, $1/(1-3f)=1+3f+9f^2+\cdots$, whereas $(1+2f)/(1-f)=1+3f+3f^2+\cdots$. They agree to first order in $f$, where grains do not influence one another, so the dc conductivity of a dilute film does not decide which theory suits a dense one. This closeness does not carry over to light near the grains' plasmon resonance, where, for a weakly damped metal, the two theories can differ strongly even at a few per cent of metal. Interband loss in real gold and surface scattering in small grains damp the resonance and bring the two absorption peaks much closer in height.

## What optical data reveal

With time factor $e^{-i\omega t}$, loss means $\operatorname{Im}\varepsilon>0$, and the optical conductivity is $\varepsilon_0\omega\operatorname{Im}\varepsilon$. For grains small enough to be treated quasi-statically, the formulas above hold with conductivities replaced by complex permittivities. Use

$$\varepsilon_m=\varepsilon_\infty-\frac{E_p^2}{E(E+i\Gamma)},\qquad \varepsilon_\infty=9,$$

and a lossless host with $\varepsilon_h=2.1$, where $E$ is the photon energy. As $E\to0$, $|\varepsilon_m|/\varepsilon_h\to\infty$. Above one-third, Bruggeman gives $\varepsilon\to(3f-1)\varepsilon_m/2$ and so keeps a Drude tail.

For Maxwell Garnett, multiplying out (6) gives

$$\varepsilon=\varepsilon_h
\frac{(1+2f)\varepsilon_m+2(1-f)\varepsilon_h}
{(1-f)\varepsilon_m+(2+f)\varepsilon_h}.$$

Inserting the Drude form, the denominator becomes

$$(1-f)E_p^2\left[\frac1{E_r^2}-\frac1{E(E+i\Gamma)}\right],\qquad
E_r=\frac{E_p}{\sqrt{\varepsilon_\infty+\varepsilon_h\dfrac{2+f}{1-f}}}. \tag{8}$$

The bracket equals $-(E_r^2-E^2-i\Gamma E)/[E_r^2E(E+i\Gamma)]$. The numerator of $\varepsilon$ also contains $1/[E(E+i\Gamma)]$ once its terms are put over a common denominator, so this factor cancels. What remains below the line is $E_r^2-E^2-i\Gamma E$, the denominator of a damped oscillator. Charge displaced in a sealed grain piles up at its surface and is pulled back. The Drude response becomes a resonance at $9/\sqrt{19.5}=2.04$ eV for $f=0.5$. It moves to 1.08 eV at $f=0.9$ and 0.36 eV at $f=0.99$, and reaches zero as $f\to1$.

Well below resonance, the oscillator's $\operatorname{Im}\varepsilon$ is proportional to $E$, so its optical conductivity falls as $E^2$. At $f=0.5$ it is 0.87 S/cm at 0.3 eV and $9.2\times10^{-6}$ S/cm at 0.001 eV. Bruggeman gives $2.0\times10^3$ and $3.9\times10^4$ S/cm at the same energies; the latter is its dc value. These figures keep the host lossless with $\varepsilon_h=2.1$ at every energy. Real silica absorbs through lattice vibrations in the infrared and has a static permittivity near 3.9, so the Maxwell Garnett value at 0.001 eV illustrates the model and does not predict a film's absorption. At 0.3 eV, the real part of $\varepsilon$ is about $-206$ in Bruggeman theory and $+8.5$ in Maxwell Garnett theory. Infrared data can therefore separate the two models when visible data alone leave doubt.

## Why one-third is not a measured threshold

A simple cubic network of random resistors obeys the same mean-field law. Let all bonds have conductance $g$. Current injected at one node divides equally among six bonds. Superposing injection at one node and extraction at its neighbour sends one-third of the current through the bond between them. The conductance between the nodes is therefore $3g$, of which the rest of the network supplies $2g$.

Suppose a bond carries voltage $V_0$, and change its conductance to $g_k$. The current deficit $(g-g_k)V_0$ acts on a conductance $g_k+2g$, so the new voltage is

$$V_k=V_0+\frac{g-g_k}{g_k+2g}V_0=\frac{3g}{g_k+2g}V_0.$$

This is (1) again. Averaging $V_k$ to $V_0$ gives (2), with the fraction $p$ of good bonds in place of $f$.

Kirchhoff's equations were solved directly for networks of $16^3$ nodes, with weak bonds $10^{-5}$ times as conducting as good ones. Averages over three samples gave 0.703 of the all-good value at $p=0.8$ and 0.410 at $p=0.6$, against mean-field values of 0.700 and 0.400. At $p=0.3$ they gave 0.024, against 0.0001. This value scatters by about 0.006 between samples and falls to about 0.020 in networks of $24^3$ to $36^3$ nodes. This lattice already conducts below one-third, through connected paths that the mean-field average misses.

A second calculation held the metal filling at 0.42 and changed only its arrangement. Cubic blocks three voxels wide were separated by insulating walls one voxel thick, in a cube 16 voxels wide with the same conductivity contrast. With one network node per voxel, the result was 3.0 times $\sigma_i$, against a Maxwell Garnett value of 3.2. For a continuous material of this symmetry and filling, 3.2 is the lowest value possible, so the shortfall is an error of the coarse grid. The blocks are nevertheless sealed, and the conductivity stays of order $\sigma_i$. Shuffling the same voxels gave $0.055\sigma_m$ on average over three samples. Bruggeman gives $0.133\sigma_m$, so it has the right kind of conduction but is 2.4 times higher than the network value. Neither number is converged. Subdividing each voxel threefold raises the network value by about 30%, while a cube 32 voxels wide lowers the coarse-grid value to about $0.046\sigma_m$. The factor is best read as roughly two.

Grain shape moves the mean-field threshold too. For parallel cylinders with current across their axes, the two-dimensional form of (1) is $E_k=2\sigma E_0/(\sigma_k+\sigma)$. An insulating cylinder has field $2E_0$, so conduction requires $2(1-f)<1$, or $f>1/2$. The metal then supplies $2f\sigma/(\sigma_m+\sigma)=2f-1$, which gives $\sigma=(2f-1)\sigma_m$. At $f=0.5$ this is zero, where spheres give $0.25\sigma_m$. Columnar films, and films about one grain thick, should not be assigned the spherical threshold without evidence.

## The model beside a real film

Take metal grains of radius $R=5$ nm, so that the film is five grain diameters thick. Scattering at grain surfaces can then give a large correction to its metallic conductivity. The estimate below assumes that electrons scatter at every grain surface; good contacts that let them pass would make the correction smaller. The free-electron density implied by $E_p$ gives a Fermi velocity $v_F=1.4\times10^6$ m/s and an added damping of roughly $\hbar v_F/R=0.18$ eV. This multiplies $\sigma_m$ by $0.07/(0.07+0.183)=0.28$ and lowers the Bruggeman result at $f=0.5$ to about $1.1\times10^4$ S/cm, or 19 Ω per square. Resistive grain contacts would lower it further. At 0.3 eV the field penetrates about 22 nm into the metal with bulk damping, and somewhat further with the added damping. This is several times $R$, so the quasi-static treatment is reasonable there.

On the insulating side, films with very narrow gaps can break the assumption that current crosses the host by ohmic conduction alone. For a gap $d$ and barrier decay constant $\kappa$, summing the transmission $e^{-2d\sqrt{\kappa^2+k^2}}$ over transverse wavevectors $k$ gives an equivalent gap conductivity

$$\sigma_t=\frac{e^2}{2\pi h}\left(\kappa+\frac1{2d}\right)e^{-2\kappa d}.$$

A rough 3.5 eV barrier and the free-electron mass give $\kappa=9.6$ nm⁻¹. The result depends very strongly on the gap. Equal grains in a face-centred cubic array with metal filling 0.5 are 1.4 nm apart at their closest points, where $\sigma_t\approx10^{-9}$ S/cm. This is already far above the host leakage. At a gap of 2.6 nm the same $\kappa$ gives only about $10^{-19}$ S/cm, but this comparison with the leakage hinges on the mass. The tunnelling mass in silica is nearer 0.4 to 0.5 of the free value, which gives $\kappa\approx6$ to 7 nm⁻¹. Then $\sigma_t$ is roughly $10^{-13}$ to $10^{-11}$ S/cm at 2.6 nm, still above the leakage, and roughly $10^{-6}$ to $10^{-5}$ S/cm at 1.4 nm. The numbers that follow return to the free-electron mass. For $d=0.5$ nm, $\sigma_t$ is about 0.04 S/cm. Using this value for the whole host in (6) gives roughly 0.2 S/cm. For spheres that is an overestimate, since their gap is so narrow only near the closest point. Even so, it is about five orders of magnitude below Bruggeman's value. With the lighter silica mass and the barrier's transmission prefactor, which the formula omits, $\sigma_t$ at 0.5 nm rises to 1 to 3 S/cm and the margin shrinks to three or four orders. The charging energy of an isolated grain, $e^2/(8\pi\varepsilon_0\varepsilon_sR)$ with static host permittivity $\varepsilon_s=3.9$, is 37 meV against a thermal energy of 26 meV at 300 K. Close metal neighbours screen the charge and can lower this energy below the thermal energy. At room temperature, charging should then matter far less than the width of the gap.

High voltage can also break the seal. The shell field at a core's pole is $A+2B/a^3=3A=3E_0/(1-f)$ for $\beta=1$, or six times the applied field at $f=0.5$. A rough host strength of 10 MV/cm is then reached at an applied field of 1.7 MV/cm. This holds for coated spheres. Equal grains 1.4 nm apart reach it sooner: along a line of centres parallel to the field, the voltage over each 11.4 nm period falls across the 1.4 nm gap, so the mean gap field is about eight times the applied one. At the grain poles it is about nine times, and the limit is about 1.1 MV/cm.

## Choosing and using a model

Choose by connectivity first. Maxwell Garnett with an insulating host suits grains known to be separated by continuous oxide. With a metal host it suits a continuous metal containing isolated pores or oxide inclusions. Bruggeman is the natural first model when neither constituent is preferred as host and the filling is well away from threshold.

Measure the sheet resistance as well as the optical spectrum, and extend the spectrum into the infrared if possible. A low resistance with a Drude tail shows that the grains are not all sealed. A high dc resistance alone does not establish complete sealing, since a few breaks in otherwise metallic paths can produce it.

Do not infer filling from resistance with bulk metal data. If the 19 Ω film above were analysed without surface scattering, (4) would require $(3f-1)/2=0.069$ and return $f=0.38$ instead of 0.50. Even with the right $\sigma_m$, the relative error in $\sigma$ is $3\,\delta f/(3f-1)$ for a small filling error $\delta f$. An error of 0.02 changes $\sigma$ by 12% at $f=0.5$ and by 30% at $f=0.4$. Near threshold, filling should come from an independent composition measurement, and the threshold itself from a series of films made by the same process.
